# Laser photodetachment fraction of negative ions for a uniform pulse: a numerical check

```python
"""
Result under test: a laser pulse of uniform fluence F detaches the fraction
    f = 1 - exp(-x),   x = sigma*F/(h*nu)
of negative ions with common cross section sigma, for any pulse shape,
when replenishment during the pulse is negligible.
h*nu: photon energy; tau: pulse length; R: beam radius;
nu_loss: ion loss frequency; nu_att: attachment frequency per electron.
The program also tests corrections for replenishment, ion motion,
nonuniform fluence and orientation-dependent cross sections of O-.
All internal quantities are in SI units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, gaunt, wigner_6j


def detached(x):
    return -np.expm1(-x)


# Inputs: rough typical values for O- in a low-pressure oxygen plasma
wavelength = 532e-9
sigma = 6.5e-22
fluence = 1000.0
tau = 10e-9
radius = 3e-3
path_length = 0.30
affinity_eV = 1.5
pressure_mTorr = 10.0
gas_temperature = 500.0
n_ion = 1e16
n_electron = 1e16
k_attachment = 1e-16       # deliberately high estimate, m3/s
ion_mass = 16 * const.atomic_mass

photon_energy = const.h * const.c / wavelength
x = sigma * fluence / photon_energy
f = detached(x)
saturation_fluence = photon_energy / sigma
fluence_95 = saturation_fluence * np.log(20.0)


# Pulse shapes on scaled time 0..1, normalized by quadrature
def square(t):
    return 1.0


def smooth(t):
    return np.sin(np.pi * t)**2


def spiky(t):
    return smooth(t) * (1 + 0.9 * np.sin(40 * np.pi * t))


def density_drop(dose, shape, loss=0.0, attach=0.0):
    """Integrate the ion balance; loss and attach are frequency*tau."""
    area = quad(shape, 0, 1, limit=300)[0]
    # Steady state before the pulse fixes electron density / ion density.
    electron_ratio = loss / attach if attach > 0 else 0.0
    positive = 1.0 + electron_ratio

    def balance(t, n):
        electrons = positive - n
        return -dose * shape(t) / area * n - loss * n + attach * electrons

    run = solve_ivp(balance, (0, 1), [1.0], rtol=1e-9, atol=1e-11,
                    max_step=0.005)
    assert run.success
    return 1.0 - run.y[0, -1]


numerical_fractions = []
for pulse in (square, smooth, spiky):
    value = density_drop(x, pulse)
    numerical_fractions.append(value)
    assert abs(value - f) < 1e-6
dose_95 = sigma * fluence_95 / photon_energy
assert abs(density_drop(dose_95, smooth) - 0.95) < 1e-6
weak_dose = 0.01
assert abs(density_drop(weak_dose, smooth) / weak_dose - 1) < 0.006

# Replenishment: strong test case, then the example
for pulse in (square, smooth, spiky):
    for loss, attach in ((0.1, 0.3), (0.3, 0.1)):
        deficit = f - density_drop(x, pulse, loss, attach)
        assert 0 < deficit < (loss + attach) * f
gas_density = (pressure_mTorr * 1e-3 * const.torr
               / (const.k * gas_temperature))
nu_att = k_attachment * gas_density
nu_loss = nu_att * n_electron / n_ion
refill_bound = (nu_att + nu_loss) * tau
refill_deficit = f - density_drop(x, smooth, nu_loss * tau, nu_att * tau)
assert 0 < refill_deficit < refill_bound * f

# Thermal ions leaving a cylinder: random flights against v*tau/(2R)
rng = np.random.default_rng(12)
count = 1_000_000
start_radius = np.sqrt(rng.random(count))
step = 0.02
end_x = start_radius + step * rng.standard_normal(count)
end_y = step * rng.standard_normal(count)
escaped = np.mean(end_x**2 + end_y**2 > 1)
escape_formula = step * np.sqrt(8 / np.pi) / 2
assert abs(escaped / escape_formula - 1) < 0.04   # sampling noise near 1%
ion_speed = np.sqrt(8 * const.k * gas_temperature / (np.pi * ion_mass))
edge_exchange = ion_speed * tau / (2 * radius)

# Gaussian beam cropped where its fluence is half the central value.
# The area coordinate a=(r/R)^2 runs from 0 to 1.
edge_ratio = 0.5


def raw_profile(a):
    return edge_ratio**a


profile_mean = quad(raw_profile, 0, 1)[0]


def local_dose(a):
    return x * raw_profile(a) / profile_mean


f_gaussian = quad(lambda a: detached(local_dose(a)), 0, 1)[0]
dose_variance = quad(lambda a: (local_dose(a) - x)**2, 0, 1)[0]
spread_estimate = np.exp(-x) * dose_variance / 2
assert f_gaussian < f
assert abs((f - f_gaussian) / spread_estimate - 1) < 0.10


# O- has one 2p hole. Only the triplet P atom is an open final state.
def hole_rates(wave):
    strength = {m: float(gaunt(wave, 1, 1, -m, 0, m))**2
                for m in (-1, 0, 1)}
    rates = np.array([sum(strength[m] for m in strength if m != hole)
                      for hole in (-1, 0, 1)])
    return rates / rates.mean()


def recoupled_rates(wave):
    rates = []
    for m in (-1, 0, 1):
        total = 0.0
        for final_l in (0, 1, 2):
            if abs(wave - 1) <= final_l <= wave + 1:
                c = float(clebsch_gordan(1, 1, final_l, m, 0, m))
                w = float(wigner_6j(wave, final_l, 1, 1, 1, 1))
                total += c**2 * w**2
        rates.append(total)
    rates = np.array(rates)
    return rates / rates.mean()


def level_rates(orbital_rates):
    """Rates for J=3/2 sublevels with M=1/2 and M=3/2."""
    half = Rational(1, 2)
    result = []
    for total_m in (half, 3 * half):
        rate = 0.0
        for m in (-1, 0, 1):
            spin_m = total_m - m
            if abs(spin_m) == half:
                c = float(clebsch_gordan(1, half, 3 * half,
                                         m, spin_m, total_m))
                rate += c**2 * orbital_rates[m + 1]
        result.append(rate)
    return np.array(result)


for wave in (0, 2):
    assert np.allclose(hole_rates(wave), recoupled_rates(wave), atol=1e-12)
s_orbital = hole_rates(0)
d_orbital = hole_rates(2)
s_level = level_rates(s_orbital)
d_level = level_rates(d_orbital)
assert np.isclose(s_level.mean(), 1) and np.isclose(d_level.mean(), 1)
assert np.ptp(d_level) < np.ptp(s_level)
f_oriented = np.mean([density_drop(x * rate, smooth) for rate in s_level])
assert abs(f_oriented - (1 - np.exp(-x) * np.cosh(x / 2))) < 1e-6

# Further sizes for the example
absorption_bound = sigma * n_ion * path_length
mean_intensity = fluence / tau
omega = 2 * np.pi * const.c / wavelength
ponderomotive = (const.e**2 * mean_intensity
                 / (2 * const.epsilon_0 * const.c * const.m_e * omega**2))
photon_eV = photon_energy / const.e
electron_eV = photon_eV - affinity_eV
assert electron_eV > 0
electron_speed = np.sqrt(2 * electron_eV * const.e / const.m_e)
f_low = detached(0.9 * x)
f_high = detached(1.1 * x)
assert max(refill_bound, edge_exchange, absorption_bound) < 0.01

print(f"Wavelength: {wavelength*1e9:.0f} nm")
print(f"Cross section, rough input: {sigma*1e4:.1e} cm2")
print(f"Fluence: {fluence*0.1:.0f} mJ/cm2")
print(f"Pulse length: {tau*1e9:.0f} ns")
print(f"Beam radius: {radius*1e3:.1f} mm")
print(f"Pulse energy: {fluence*np.pi*radius**2*1e3:.1f} mJ")
print(f"Photon energy: {photon_eV:.3f} eV")
print(f"Photon energy: {photon_energy:.3e} J")
print(f"Photons per area: {fluence/photon_energy*1e-4:.3e} cm^-2")
print(f"Exponent x: {x:.3f} (dimensionless)")
print(f"Surviving fraction: {np.exp(-x):.4f} (dimensionless)")
print(f"Detached fraction f: {f:.4f} (dimensionless)")
print(f"Saturation fluence: {saturation_fluence*0.1:.1f} mJ/cm2")
print(f"Fluence for 95% detached: {fluence_95*0.1:.1f} mJ/cm2")
for name, value in zip(("square", "smooth", "spiky"), numerical_fractions):
    print(f"Integrated f, {name} pulse: {value:.6f} (dimensionless)")
print(f"Gas pressure: {pressure_mTorr:.0f} mTorr")
print(f"Gas temperature: {gas_temperature:.0f} K")
print(f"Gas density: {gas_density*1e-6:.2e} cm^-3")
print(f"Negative-ion density, rough input: {n_ion*1e-6:.1e} cm^-3")
print(f"Electron density, rough input: {n_electron*1e-6:.1e} cm^-3")
print(f"Attachment coefficient, high input: {k_attachment*1e6:.1e} cm3/s")
print(f"Attachment frequency per electron: {nu_att:.2e} s^-1")
print(f"Ion loss frequency: {nu_loss:.2e} s^-1")
print(f"Replenishment relative bound: {refill_bound:.2e} (dimensionless)")
print(f"Replenishment deficit in f: {refill_deficit:.2e} (dimensionless)")
print(f"Ion mean thermal speed: {ion_speed:.0f} m/s")
print(f"Ion travel in pulse: {ion_speed*tau*1e6:.2f} um")
print(f"Ion exchange at beam edge: {edge_exchange:.2e} (dimensionless)")
print(f"Plasma path length: {path_length*100:.0f} cm")
print(f"Beam absorption bound: {absorption_bound:.2e} (dimensionless)")
print(f"Pulse-mean intensity: {mean_intensity*1e-4:.1e} W/cm2")
print(f"Ponderomotive energy: {ponderomotive/const.e:.2e} eV")
print(f"Electron affinity, rough input: {affinity_eV:.1f} eV")
print(f"Photoelectron energy: {electron_eV:.2f} eV")
print(f"Photoelectron time to cross 1 nm: {1e-9/electron_speed*1e15:.2f} fs")
print(f"Photoelectron free flight: {electron_speed*tau*1e3:.2f} mm")
print(f"Cropped beam edge/centre fluence: {edge_ratio:.2f} (dimensionless)")
print(f"Cropped Gaussian f, same mean F: {f_gaussian:.4f} (dimensionless)")
print(f"Cropped Gaussian deficit: {f-f_gaussian:.4f} (dimensionless)")
print(f"Small-spread deficit estimate: {spread_estimate:.4f} (dimensionless)")
print(f"f for sigma 10% lower: {f_low:.4f} (dimensionless)")
print(f"f for sigma 10% higher: {f_high:.4f} (dimensionless)")
print("s-wave relative rates, hole M=0,1:",
      f"{s_orbital[1]:.2f}, {s_orbital[2]:.2f} (dimensionless)")
print("d-wave relative rates, hole M=0,1:",
      f"{d_orbital[1]:.2f}, {d_orbital[2]:.2f} (dimensionless)")
print("s-wave J=3/2 rates, |M|=1/2,3/2:",
      f"{s_level[0]:.2f}, {s_level[1]:.2f} (dimensionless)")
print("d-wave J=3/2 rates, |M|=1/2,3/2:",
      f"{d_level[0]:.2f}, {d_level[1]:.2f} (dimensionless)")
print(f"f in s-wave orientation limit: {f_oriented:.4f} (dimensionless)")
print(f"Largest orientation deficit: {f-f_oriented:.4f} (dimensionless)")
print("ALL CHECKS PASSED")
```

It prints:

```
Wavelength: 532 nm
Cross section, rough input: 6.5e-18 cm2
Fluence: 100 mJ/cm2
Pulse length: 10 ns
Beam radius: 3.0 mm
Pulse energy: 28.3 mJ
Photon energy: 2.331 eV
Photon energy: 3.734e-19 J
Photons per area: 2.678e+17 cm^-2
Exponent x: 1.741 (dimensionless)
Surviving fraction: 0.1754 (dimensionless)
Detached fraction f: 0.8246 (dimensionless)
Saturation fluence: 57.4 mJ/cm2
Fluence for 95% detached: 172.1 mJ/cm2
Integrated f, square pulse: 0.824620 (dimensionless)
Integrated f, smooth pulse: 0.824620 (dimensionless)
Integrated f, spiky pulse: 0.824620 (dimensionless)
Gas pressure: 10 mTorr
Gas temperature: 500 K
Gas density: 1.93e+14 cm^-3
Negative-ion density, rough input: 1.0e+10 cm^-3
Electron density, rough input: 1.0e+10 cm^-3
Attachment coefficient, high input: 1.0e-10 cm3/s
Attachment frequency per electron: 1.93e+04 s^-1
Ion loss frequency: 1.93e+04 s^-1
Replenishment relative bound: 3.86e-04 (dimensionless)
Replenishment deficit in f: 1.32e-04 (dimensionless)
Ion mean thermal speed: 813 m/s
Ion travel in pulse: 8.13 um
Ion exchange at beam edge: 1.36e-03 (dimensionless)
Plasma path length: 30 cm
Beam absorption bound: 1.95e-06 (dimensionless)
Pulse-mean intensity: 1.0e+07 W/cm2
Ponderomotive energy: 2.64e-07 eV
Electron affinity, rough input: 1.5 eV
Photoelectron energy: 0.83 eV
Photoelectron time to cross 1 nm: 1.85 fs
Photoelectron free flight: 5.41 mm
Cropped beam edge/centre fluence: 0.50 (dimensionless)
Cropped Gaussian f, same mean F: 0.8142 (dimensionless)
Cropped Gaussian deficit: 0.0105 (dimensionless)
Small-spread deficit estimate: 0.0106 (dimensionless)
f for sigma 10% lower: 0.7913 (dimensionless)
f for sigma 10% higher: 0.8526 (dimensionless)
s-wave relative rates, hole M=0,1: 0.00, 1.50 (dimensionless)
d-wave relative rates, hole M=0,1: 0.90, 1.05 (dimensionless)
s-wave J=3/2 rates, |M|=1/2,3/2: 0.50, 1.50 (dimensionless)
d-wave J=3/2 rates, |M|=1/2,3/2: 0.95, 1.05 (dimensionless)
f in s-wave orientation limit: 0.7539 (dimensionless)
Largest orientation deficit: 0.0707 (dimensionless)
ALL CHECKS PASSED
```
